# The term energies of d² from its 45 determinants

## Problem

Two electrons occupy a d shell. Both have the same radial function $R(r)$, real, normalized and held fixed for every term. Spin-orbit coupling and mixing with other configurations are neglected, and the common one-electron energy is dropped. The ten spin orbitals give $10\cdot 9/2=45$ determinants. Find the energies of the terms $^3F$, $^3P$, $^1G$, $^1D$ and $^1S$ by diagonalizing $V=1/r_{12}$ (atomic units) in these determinants. Express them in the Racah parameters

$$A=F^0-\tfrac19F^4,\qquad B=\tfrac1{49}\left(F^2-\tfrac59F^4\right),\qquad C=\tfrac5{63}F^4,$$

where, with $r_<$ and $r_>$ the smaller and larger of $r_1,r_2$,

$$F^k=\int_0^\infty\!\!\int_0^\infty R(r_1)^2R(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 .$$

A determinant is written $|a\uparrow,b\downarrow|$, where $a,b$ are values of $m$. It is normalized and changes sign when its two spin orbitals are exchanged.

## A tempting solution

Each term has a state with $M_L=L$ and $M_S=S$. So take one determinant with these values for each term:

$$^3F:|2\uparrow,1\uparrow|,\quad ^3P:|1\uparrow,0\uparrow|,\quad ^1G:|2\uparrow,2\downarrow|,\quad ^1D:|1\uparrow,1\downarrow|,\quad ^1S:|0\uparrow,0\downarrow|.$$

The energies would then be expectation values, with Coulomb integrals $J$ and exchange integrals $K$:

$$J_{21}-K_{21},\quad J_{10}-K_{10},\quad J_{22},\quad J_{11},\quad J_{00}.$$

## Where it fails

A state with $M_L=L$ must be annihilated by $L_+$. For one d electron, $l_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$. Applied to the proposed $^3P$ state this gives

$$L_+|1\uparrow,0\uparrow|=2\,|2\uparrow,0\uparrow|+\sqrt6\,|1\uparrow,1\uparrow|=2\,|2\uparrow,0\uparrow|\neq0 .$$

The determinant therefore contains a state of larger $L$. It has the right $M_L$ and $M_S$, but not a definite $L$. The same test rejects two more choices:

$$L_+|1\uparrow,1\downarrow|=2\big(|2\uparrow,1\downarrow|+|1\uparrow,2\downarrow|\big),\qquad L_+|0\uparrow,0\downarrow|=\sqrt6\big(|1\uparrow,0\downarrow|+|0\uparrow,1\downarrow|\big).$$

The choices for $^3F$ and $^1G$ pass, because raising either orbital gives zero or a repeated spin orbital. For the other terms, determinants with equal $M_L$ and $M_S$ must be combined.

## The right solution

**One block suffices.** $V$ commutes with $\mathbf L$ and $\mathbf S$, so it does not connect different $M_L$ or $M_S$. Every term of d² has integer $L$ and $S$, hence a state with $M_L=M_S=0$. That block is spanned by five determinants,

$$D_a=|a\uparrow,(-a)\downarrow|,\qquad a=2,1,0,-1,-2 .$$

**The repulsion in Racah form.** The multipole expansion, with $\omega$ the angle between the electrons' directions, gives within d²

$$V=F^0+F^2P_2(\cos\omega)+F^4P_4(\cos\omega).$$

Other $k$ drop out because a product of two $l=2$ harmonics has even parity and contains no harmonic above $k=4$. The angular contact operator $W=4\pi\,\delta(\Omega_1,\Omega_2)$ equals $\sum_k(2k+1)P_k(\cos\omega)$, by completeness and the addition theorem. Within d² it is therefore $W=1+5P_2+9P_4$. Eliminating $P_4=(W-1-5P_2)/9$,

$$V=\Big(F^0-\frac{F^4}9\Big)+\Big(F^2-\frac{5F^4}9\Big)P_2+\frac{F^4}9W=A+B\,(49P_2)+C\,\big(\tfrac75W\big).$$

The last coefficient is right because $\tfrac75C=\tfrac75\cdot\tfrac5{63}F^4=\tfrac19F^4$. A triplet has an antisymmetric spatial function, which vanishes when the two directions coincide (the radial functions are equal). Hence $W$ gives zero in triplets, and their energies do not contain $C$.

**Matrix elements.** Between $D_a$ and $D_b$ the exchange part vanishes, since the two spins are opposite. Use $Y_{2,-m}=(-1)^mY_{2m}^*$ (Condon-Shortley phase), $C_q=\sqrt{4\pi/5}\,Y_{2q}$ and $P_2=\sum_qC_q(1)C_q^*(2)$. Electron 1 contributes the real integral

$$c(a,b)=\int Y_{2a}^*\,C_{a-b}\,Y_{2b}\,d\Omega .$$

Electron 2 contributes

$$\int Y_{2,-a}^*C_{a-b}^*Y_{2,-b}\,d\Omega=(-1)^{a+b}\int Y_{2a}C_{a-b}^*Y_{2b}^*\,d\Omega=(-1)^{a-b}c(a,b).$$

Treating $W$ in the same way,

$$\langle D_a|P_2|D_b\rangle=(-1)^{a-b}c(a,b)^2,\qquad \langle D_a|W|D_b\rangle=(-1)^{a-b}\,4\pi\!\int|Y_{2a}|^2|Y_{2b}|^2d\Omega .$$

**The integrals of $P_2$.** Let $x=\cos\theta$, $s=\sin\theta$, and let $\langle f\rangle=\frac12\int_{-1}^1f\,dx$. The harmonics are

$$Y_{20}=\sqrt{\tfrac5{16\pi}}(3x^2-1),\quad Y_{2,\pm1}=\mp\sqrt{\tfrac{15}{8\pi}}\,xs\,e^{\pm i\phi},\quad Y_{2,\pm2}=\sqrt{\tfrac{15}{32\pi}}\,s^2e^{\pm2i\phi}.$$

The densities $\rho_m=4\pi|Y_{2m}|^2$ are $\rho_0=\frac54(3x^2-1)^2$, $\rho_{\pm1}=\frac{15}2x^2s^2$ and $\rho_{\pm2}=\frac{15}8s^4$. With $\langle x^{2n}\rangle=1/(2n+1)$,

$$\langle\rho_2x^2\rangle=\tfrac{15}8\big(\tfrac13-\tfrac25+\tfrac17\big)=\tfrac17,\quad \langle\rho_1x^2\rangle=\tfrac{15}2\big(\tfrac15-\tfrac17\big)=\tfrac37,\quad \langle\rho_0x^2\rangle=\tfrac54\big(\tfrac97-\tfrac65+\tfrac13\big)=\tfrac{11}{21}.$$

Since $C_0=(3x^2-1)/2$ and $\langle\rho_m\rangle=1$, these give $c(2,2)=-\frac27$, $c(1,1)=\frac17$ and $c(0,0)=\frac27$. For the remaining elements, collecting the normalization factors gives

- $|c(2,1)|=\frac{15}4\sqrt{\frac32}\,\langle x^2s^4\rangle=\frac{15}4\sqrt{\frac32}\cdot\frac8{105}=\frac{\sqrt6}7$
- $|c(2,0)|=\frac{15}{16}\,|\langle s^4(3x^2-1)\rangle|=\frac{15}{16}\cdot\frac{32}{105}=\frac27$
- $|c(1,0)|=\frac{15}4\,|\langle x^2s^2(3x^2-1)\rangle|=\frac{15}4\cdot\frac4{105}=\frac17$
- $|c(1,-1)|=\frac{15}2\sqrt{\frac38}\,\langle x^2s^4\rangle=\frac47\sqrt{\frac38}=\frac{\sqrt6}7$

The elements $c(2,-1)$ and $c(2,-2)$ vanish, because they would need $q=3$ and $q=4$. The squares do not change when $a$ and $b$ are exchanged or both reversed in sign.

**The contact integrals.** These are $\langle\rho_a\rho_b\rangle$. Direct integration gives

$$\langle\rho_2^2\rangle=\tfrac{225}{64}\cdot\tfrac{128}{315}=\tfrac{10}7,\qquad \langle\rho_2\rho_1\rangle=\tfrac{225}{16}\cdot\tfrac{16}{315}=\tfrac57,\qquad \langle\rho_1^2\rangle=\tfrac{225}4\cdot\tfrac8{315}=\tfrac{10}7 .$$

The filled-shell sum $\rho_0+2\rho_1+2\rho_2=5$ supplies the rest:

$$\langle\rho_2\rho_0\rangle=5-\tfrac{10}7-\tfrac{20}7=\tfrac57,\quad \langle\rho_1\rho_0\rangle=5-\tfrac{20}7-\tfrac{10}7=\tfrac57,\quad \langle\rho_0^2\rangle=5-\tfrac{10}7-\tfrac{10}7=\tfrac{15}7 .$$

**The block.** Multiplying by 49 and by $\frac75$ respectively, and inserting the signs, gives $V=A+BM_B+CM_C$ with

$$M_B=\begin{pmatrix}4&-6&4&0&0\\-6&1&-1&6&0\\4&-1&4&-1&4\\0&6&-1&1&-6\\0&0&4&-6&4\end{pmatrix},\quad
M_C=\begin{pmatrix}2&-1&1&-1&2\\-1&2&-1&2&-1\\1&-1&3&-1&1\\-1&2&-1&2&-1\\2&-1&1&-1&2\end{pmatrix}.$$

Let $X$ exchange $D_a$ and $D_{-a}$, and let $u=(1,-1,1,-1,1)^T$. Inspection shows $M_C=1+X+uu^T$. Both matrices commute with $X$, so odd and even vectors separate.

**Odd vectors.** For $(p,q,0,-q,-p)$, $M_C$ gives $1-1+0=0$. The first two rows of $M_B$ give $4p-6q$ and $-6p-5q$, so

$$(4-\lambda)(-5-\lambda)-36=\lambda^2+\lambda-56=(\lambda+8)(\lambda-7)=0 .$$

For $\lambda=-8$, $12p=6q$ and the vector is $(1,2,0,-2,-1)$. For $\lambda=7$, $-3p=6q$ and it is $(2,-1,0,1,-2)$.

**Even vectors.** Here $M_C=2+uu^T$. Since $u^Tu=5$, $M_Cu=7u$, and multiplying out the rows gives $M_Bu=14u$. Even vectors orthogonal to $u$ have the form $(p,q,r,q,p)$ with $r=2q-2p$, and for them $M_C=2$. The first two rows of $M_B$ become

$$4p-6q+4r=-4p+2q,\qquad -6p+7q-r=-4p+5q .$$

Thus $(-4-\lambda)(5-\lambda)+8=\lambda^2-\lambda-12=0$, so $\lambda=4$ or $-3$. The vectors are $(1,4,6,4,1)$ and $(2,1,-2,1,2)$.

**Naming the terms.** For two electrons $S^2=1+P_\sigma$, where $P_\sigma$ exchanges the spins. Since $|a\downarrow,(-a)\uparrow|=-D_{-a}$, it follows that $S^2D_a=D_a-D_{-a}$. Odd vectors have $S^2=2$ and are triplets; even vectors are singlets.

For $L$, write $L^2=l_1^2+l_2^2+2l_{1z}l_{2z}+l_{1+}l_{2-}+l_{1-}l_{2+}$. This gives

$$L^2D_a=(12-2a^2)D_a+[6-a(a+1)]D_{a+1}+[6-a(a-1)]D_{a-1}.$$

The eigenvalues of $M_B$ are all different and $M_B$ commutes with $L^2$, so each vector found is an eigenvector of $L^2$. If its first two components are $v_2,v_1$, the coefficient of $D_2$ gives $L(L+1)=4(1+v_1/v_2)$. In the order found, this is 12, 2, 0, 20 and 6, which means $F,P,S,G,D$. Hence

$$\boxed{\begin{aligned}{}^3F&=A-8B, & {}^3P&=A+7B,\\ {}^1G&=A+4B+2C, & {}^1D&=A-3B+2C, & {}^1S&=A+14B+7C.\end{aligned}}$$

Ladder operators carry each energy to all $(2S+1)(2L+1)$ states of its term. The total $21+9+9+5+1=45$ exhausts the determinants.

## What the tempting solution had computed

In $|1\uparrow,0\uparrow|$, $W$ gives zero and $49P_2$ gives $49[c(1,1)c(0,0)-c(1,0)^2]=2-1=1$. Its energy is $A+B$. This is a mean of $-8B$ and $7B$ with weights $\frac25$ and $\frac35$, so the supposed $^3P$ state is two fifths $^3F$. Likewise $J_{11}=A+B+2C$ and $J_{00}=A+4B+3C$ are averages over terms.

## Order of the terms and a numerical case

Since $(r_</r_>)^2<1$ except at $r_1=r_2$, $0<F^4<F^2$. Hence $B$ and $C$ are positive and $^3F$ is lowest in this model. The order $^3F,{}^1D,{}^3P,{}^1G,{}^1S$ requires $^1D<{}^3P$, or $C<5B$, and $^3P<{}^1G$, or $C>\frac32B$.

Take the model orbital $R\propto r^2e^{-\zeta r}$ with $\zeta=3.0$ bohr⁻¹. Its normalized radial density is $(2\zeta)^7r^6e^{-2\zeta r}/6!$. The two halves $r_1<r_2$ and $r_1>r_2$ contribute equally. With $r_<=u\rho$ and $r_>=(1-u)\rho$, the integral over $\rho$ is $12!/(2\zeta)^{13}$, and

$$F^k=\frac{2\cdot12!}{(6!)^2}\,2\zeta\int_0^{1/2}u^{6+k}(1-u)^{5-k}du=3696\,\zeta\int_0^{1/2}u^{6+k}(1-u)^{5-k}du .$$

This gives $F^0=\frac{793}{3072}\zeta$, $F^2=\frac{2093}{15360}\zeta$ and $F^4=\frac{91}{1024}\zeta$ in atomic units, or 21.073, 11.124 and 7.255 eV. Then

- $A=21.073-7.255/9=20.267$ eV
- $B=(11.124-4.030)/49=0.1448$ eV
- $C=5(7.255)/63=0.5758$ eV

The ratio $C/B=3.98$ lies in the stated range. The energies above $^3F$, which itself lies at 19.109 eV, are

- $^1D$: $5B+2C=1.875$ eV (15 100 cm⁻¹)
- $^3P$: $15B=2.171$ eV (17 500 cm⁻¹)
- $^1G$: $12B+2C=2.889$ eV (23 300 cm⁻¹)
- $^1S$: $22B+7C=7.215$ eV (58 200 cm⁻¹)

The tempting solution would put $^3P$ at $9B=1.30$ eV, $^1D$ at $9B+2C=2.45$ eV and $^1S$ at $12B+3C=3.46$ eV. It reverses the order of $^3P$ and $^1D$ and halves the $^1S$ excitation, roughly.

The formulas also give $(^3P-{}^3F)/(^1G-{}^1D)=15B/7B=15/7$, whatever the common radial function. The numerical check confirms this ratio for the Slater orbital and for a Gaussian d shell whose repulsion integrals were obtained without the multipole expansion. The ratio is no longer guaranteed if the orbitals are optimized separately for each term, since $A$, $B$ and $C$ then differ between terms, or if configurations mix. With spin-orbit coupling, $L$ and $S$ are no longer separately conserved, and the five-level description itself becomes approximate.

## Computed results

```
determinants: 45  columns below: m = 2 1 0 -1 -2
49 c2^2, m=2:    4    6    4    0    0
49 c2^2, m=1:    6    1    1    6    0
49 c2^2, m=0:    4    1    4    1    4
441 c4^2, m=2:    1    5   15   35   70
441 c4^2, m=1:    5   16   30   40   35
441 c4^2, m=0:   15   30   36   30   15
49 x contact integral, m=2:   70   35   35   35   70
49 x contact integral, m=1:   35   70   35   70   35
49 x contact integral, m=0:   35   35  105   35   35
B matrix, row a= 2:    4   -6    4    0    0
B matrix, row a= 1:   -6    1   -1    6    0
B matrix, row a= 0:    4   -1    4   -1    4
B matrix, row a=-1:    0    6   -1    1   -6
B matrix, row a=-2:    0    0    4   -6    4
C matrix, row a= 2:    2   -1    1   -1    2
C matrix, row a= 1:   -1    2   -1    2   -1
C matrix, row a= 0:    1   -1    3   -1    1
C matrix, row a=-1:   -1    2   -1    2   -1
C matrix, row a=-2:    2   -1    1   -1    2
eigenvector 3F:    1    2    0   -2   -1
eigenvector 3P:    2   -1    0    1   -2
eigenvector 1G:    1    4    6    4    1
eigenvector 1D:    2    1   -2    1    2
eigenvector 1S:    1   -1    1   -1    1
3F: 21 states, B coefficient -8.000000, C coefficient 0.000000
3P: 9 states, B coefficient 7.000000, C coefficient 0.000000
1G: 9 states, B coefficient 4.000000, C coefficient 2.000000
1D: 5 states, B coefficient -3.000000, C coefficient 2.000000
1S: 1 states, B coefficient 14.000000, C coefficient 7.000000
average: B coefficient -1.555556, C coefficient 0.777778
Gaussian shell, exponent 1.0 bohr^-2: (3P-3F)/(1G-1D) = 2.142857
Slater exponent zeta = 3.0 bohr^-1
F^0/zeta = 793/3072 (atomic units); F^0 = 21.07288 eV
F^2/zeta = 2093/15360 (atomic units); F^2 = 11.12372 eV
F^4/zeta = 91/1024 (atomic units); F^4 = 7.25460 eV
A = 20.26681 eV
B = 0.14476 eV
C = 0.57576 eV
C/B = 3.97727
3F: 19.10871 eV; above 3F: 0.00000 eV = 0 cm^-1
1D: 20.98405 eV; above 3F: 1.87534 eV = 15126 cm^-1
3P: 21.28015 eV; above 3F: 2.17144 eV = 17514 cm^-1
1G: 21.99739 eV; above 3F: 2.88868 eV = 23299 cm^-1
1S: 26.32383 eV; above 3F: 7.21512 eV = 58194 cm^-1
mean of 45 eigenvalues = 20.48944 eV
Slater shell: (3P-3F)/(1G-1D) = 2.142857
```
